Radial and one-axis widths of an exponential electron blur

**Problem**

When a photon of extreme-ultraviolet light is absorbed in a resist, it releases an energetic electron. This electron loses its energy in collisions and sets further electrons free, and some of the electrons of this cascade start chemical reactions. The reactions therefore take place at some distance from the point of absorption, and the image written into the resist is blurred.

Put the origin at the point of absorption and let r = (x, y, z) be the displacement of a reaction from it, with length r. Averaged over many cascades, let the probability per unit volume of finding a reaction at this displacement be

p(r) = N exp(−r/a),

where a > 0 is a decay length and N is a constant that makes the total probability equal to one. The density has the same form in all directions, and the resist is taken to fill all space. The exponential is a model of the blur, not a law derived from electron scattering.

(a) What is the root-mean-square (RMS) radius R = √⟨r²⟩?

(b) What is the standard deviation σ of the displacement along one fixed axis, say x?

(c) How do these two lengths compare with other measures of the same blur, for a = 1.5 nm? This is a round model value and stands for no particular resist.

**First estimate by scaling**

The only length in the density is a. Both widths must therefore be pure numbers times a, and the task is to find the numbers.

It is tempting to set both numbers to one, because p falls by a factor e over the distance a. This ignores the volume available at each distance. A thin shell between r and r + dr has the volume 4πr² dr, so the probability of finding a reaction in the shell is P(r) dr with

P(r) = 4πr² p(r) = 4πN r² exp(−r/a).

The density per unit volume is largest at the origin, but a shell of small radius has little volume. The most probable radius follows from the balance of the growing factor r² and the falling exponential:

dP/dr = 4πN r (2 − r/a) exp(−r/a) = 0.

For r > 0 this gives r = 2a. The derivative is positive below this radius and negative above it, so the point is a maximum.

As a crude picture, place all reactions on the shell of this radius. Then r² has the single value 4a², and the estimated RMS radius is

R_est = 2a.

On a spherical shell no axis is preferred, so x², y² and z² have equal averages. They add up to 4a², and each is 4a²/3. The average of x itself is zero by reflection, which gives

σ_est = 2a/√3 ≈ 1.15a.

For a = 1.5 nm the estimates are R_est = 3.0 nm and σ_est = 3.0 nm/1.732 = 1.7 nm. What the picture leaves out is the spread of the radii about the most probable one.

**Exact solution**

*The radial integrals.* All averages needed here reduce to

I_n = ∫₀^∞ rⁿ exp(−r/a) dr.

For n = 0 the integral is I₀ = a. For n ≥ 1, integrate by parts, using −a exp(−r/a) as the antiderivative of the exponential:

I_n = [−a rⁿ exp(−r/a)]₀^∞ + n a ∫₀^∞ rⁿ⁻¹ exp(−r/a) dr.

The bracket vanishes at the lower limit because of the factor rⁿ, and at the upper limit because the exponential falls faster than any power grows. Hence

I_n = n a I_(n−1),

and, step by step,

I₁ = a², I₂ = 2a³, I₃ = 6a⁴, I₄ = 24a⁵.

*Normalization.* The total probability is

1 = ∫₀^∞ P(r) dr = 4πN I₂ = 8πa³ N,

so that N = 1/(8πa³). The density per unit radius becomes

P(r) = r² exp(−r/a)/(2a³).

*RMS radius.* The mean square radius is

⟨r²⟩ = ∫₀^∞ r² P(r) dr = I₄/(2a³) = 24a⁵/(2a³) = 12a².

This answers part (a):

R = √12 a ≈ 3.46a.

*One axis.* The density does not change when x is replaced by −x, so ⟨x⟩ = 0 and the variance of x is ⟨x²⟩. It does not change when the axes are interchanged either, so the three mean squares are equal. Since r² = x² + y² + z²,

12a² = ⟨x²⟩ + ⟨y²⟩ + ⟨z²⟩ = 3⟨x²⟩,

and therefore ⟨x²⟩ = 4a². This answers part (b):

σ = 2a.

The ratio R/σ = √3 comes from the equality of the three mean squares and from the zero mean of x. It does not depend on the exponential form. The exponential fixes the number 12.

**The same variance from the axis profile**

The second result can be obtained without the symmetry argument, by first finding how the reactions are distributed along x. Fix x and integrate the density over the plane perpendicular to the axis. With ρ the distance from the axis, a ring in this plane has the area 2πρ dρ, and

f(x) = [1/(8πa³)] ∫₀^∞ 2πρ exp(−√(x² + ρ²)/a) dρ.

Use r = √(x² + ρ²) as the new variable. At fixed x, r² = x² + ρ² gives r dr = ρ dρ, and the lower limit ρ = 0 becomes r = |x|:

f(x) = [1/(4a³)] ∫_|x|^∞ r exp(−r/a) dr.

An antiderivative of the integrand is −a(r + a) exp(−r/a), as differentiation confirms: the derivative is −a exp(−r/a) + (r + a) exp(−r/a) = r exp(−r/a). Thus

f(x) = [1/(4a³)] a(|x| + a) exp(−|x|/a) = [1/(4a)] (1 + |x|/a) exp(−|x|/a).

The second moment is twice the integral over positive x:

⟨x²⟩ = [2/(4a)] ∫₀^∞ x² (1 + x/a) exp(−x/a) dx = [1/(2a)] (I₂ + I₃/a).

Inserting I₂ = 2a³ and I₃ = 6a⁴ gives (2a³ + 6a³)/(2a) = 4a², in agreement with the first derivation.

The profile is not itself a simple exponential. Write u = |x|/a. For small u, expansion of the exponential gives

(1 + u) exp(−u) = (1 + u)(1 − u + u²/2 − …) ≈ 1 − u²/2.

The linear terms cancel, so the sharp tip of p at the origin is rounded off in f. To this order the top of the profile looks like a Gaussian of standard deviation a, half the true value. For large u the profile falls as u exp(−u), which is much slower than any Gaussian. In between, the profile also lies above the Gaussian exp(−u²/2) that matches its top, because ln(1 + u) − u > −u²/2 for all u > 0: the two sides are equal at u = 0, and the derivative of their difference is u²/(1 + u) > 0. The same derivative shows that the ratio of the profile to this Gaussian grows steadily with u. Compared with the Gaussian, the profile therefore places a larger share of its weight at large distances, and the standard deviation read off from the top is too small.

**Comparison of the estimate with the exact result**

For a = 1.5 nm the mean square radius is 12 × (1.5 nm)² = 27 nm², and the axis variance is 4 × (1.5 nm)² = 9 nm². The widths are

R = √27 nm = 5.196 nm,

σ = √9 nm = 3.000 nm.

A direct sum of the density over a three-dimensional Cartesian grid, which uses none of the radial integrals, gives the same two values to the digits shown.

The scaling estimates were 3.0 nm and 1.7 nm. Both are too small by the same factor, √12/2 = √3, which means that they lie 42% below the exact values. The factor is common to both because the estimate treats the directions correctly and errs only in the distribution of radii.

The missing part can be traced. The mean radius is

⟨r⟩ = I₃/(2a³) = 6a⁴/(2a³) = 3a,

or 4.5 nm, which is larger than the most probable radius because P(r) has a long tail on the outer side. The variance of the radius is

⟨r²⟩ − ⟨r⟩² = 12a² − 9a² = 3a².

The mean square radius is thus built up in three stages. The most probable radius alone gives 4a², the shift from the most probable to the mean radius raises this to 9a², and the spread about the mean adds the last 3a².

The weight of the tail is also seen in the integrand of ⟨r²⟩, which is proportional to r⁴ exp(−r/a). Its derivative vanishes where 4/r = 1/a, that is, at r = 4a. The shells that contribute most to the mean square radius lie twice as far out as the most probable shell.

The estimate R_est = 2a has the same value as the exact σ. They are different quantities, one a distance from the origin and the other a spread along a line, and the agreement is a coincidence of numbers for this density.

**Other measures of the same blur**

*Enclosed fractions.* The fraction of reactions with |x| < ta follows from the part of f that lies outside. Since −(2 + u) exp(−u) is an antiderivative of (1 + u) exp(−u), the two tails together contain

2 × (1/4) ∫_t^∞ (1 + u) exp(−u) du = (1/2)(2 + t) exp(−t) = (1 + t/2) exp(−t).

For t = 2, the slab |x| < σ contains the fraction 1 − 2 exp(−2) = 0.729. The grid sum gives 0.7297 against 0.7293 from the formula, a small difference that reflects the finite thickness of the grid layers.

For a sphere of radius sa, two integrations by parts give the outside fraction

(1/2) ∫_s^∞ v² exp(−v) dv = (1 + s + s²/2) exp(−s).

With s = √12, the sphere of radius R contains the fraction 0.672. Neither length is an outer limit of the blur: about 27% of the reactions lie beyond σ along the axis, and about 33% lie beyond R in space.

*Full width at half maximum.* The profile f falls to half its central value where

(1 + u) exp(−u) = 1/2.

The left side has the derivative −u exp(−u), which is negative for u > 0, so there is one positive root. Numerically it is u = 1.6783, and the full width is

2ua = 2 × 1.6783 × 1.5 nm = 5.035 nm.

A Gaussian exp[−x²/(2σ²)] reaches one half at x = σ√(2 ln 2). With the same σ = 3 nm its full width is 2√(2 ln 2) σ = 7.06 nm. If the width of 5.035 nm were converted to a standard deviation by the Gaussian rule, the result would be

3.00 nm × 5.035/7.064 = 2.14 nm,

which is 29% below the true σ. The half-maximum width depends only on where the profile crosses half its central value. How slowly the profile falls beyond that point does not enter, although it contributes strongly to the variance.

One and the same blur can thus be reported as 1.5 nm (decay length), 3.0 nm (axis deviation), 4.5 nm (mean radius), 5.0 nm (full width at half maximum) or 5.2 nm (RMS radius). A quoted value has a meaning only together with the name of its measure.

**Which width enters an image**

Consider the position X of a reaction along x when the absorption point X₀ is itself random, with variance S₀². Then X = X₀ + x. If the displacement x is independent of X₀, the average of the product of their deviations vanishes, and

variance of X = S₀² + ⟨x²⟩ = S₀² + 4a².

For a lateral coordinate the quantity to add is the axis variance. Adding ⟨r²⟩ = 12a² instead would count the blur three times, since it includes the displacements along the other two axes.

**A different density with the same exponential**

The result rests on p being a probability per unit volume. Suppose instead that the exponential describes the distribution of distances, so that the probability per unit radius is

Q(r) = exp(−r/a)/a.

The shell volume is then already contained in Q, and

⟨r²⟩ = I₂/a = 2a², ⟨x²⟩ = 2a²/3.

For a = 1.5 nm the RMS radius is √2 a = 2.12 nm and the axis deviation is √(2/3) a = 1.22 nm. Both are smaller than before by the factor √6 ≈ 2.4. The corresponding density per unit volume is Q/(4πr²), which is far more concentrated near the origin than p. A decay length obtained by fitting the plain exponential exp(−r/a) to a histogram of distances must therefore not be inserted into the formulas for a density per unit volume. If r² exp(−r/a) is fitted to the histogram instead, a is the decay length of p, and those formulas apply.

**Limits of the result**

*A cut-off distance.* If reactions are counted only up to a radius L, the tail is lost. In the limit L ≪ a the exponential is nearly constant inside the sphere, and

⟨r²⟩ ≈ (∫₀^L r⁴ dr)/(∫₀^L r² dr) = (L⁵/5)/(L³/3) = 3L²/5.

The axis variance is one third of this, L²/5. The widths then measure the cut-off and say nothing about a, while their ratio is still √3. The values √12 a and 2a require L to be many times a.

*A surface.* Let the absorption take place at the top surface of the resist, and suppose that the density keeps its form in the half-space z < 0 and is zero above. This is a simple model, since the loss of electrons through a real surface would also change the density below it. After renormalization the distribution of r is the same as before, and so are ⟨r²⟩ = 12a² and the mean squares along the three axes. The lateral deviations remain 2a. The mean depth, however, is no longer zero. For directions spread evenly over a half-sphere the cosine of the angle to the inward normal has the average 1/2, so the mean depth is 3a/2 and the variance of z is

4a² − (3a/2)² = 7a²/4.

The standard deviation along z is then √7 a/2 ≈ 1.32a instead of 2a. The equality of the deviations along all axes was derived above from the symmetry of the density in the full space. A surface or an interface can break this symmetry, and the deviation then has to be found for each axis separately.

The numerical output below lists the main values; the others follow from them or from the formulas by simple arithmetic.

Computed results

```
decay length a                          1.500 nm
grid spacing                            0.375 nm
grid half-width                         45.0 nm
normalization integral, grid            84.822 nm^3
normalization integral, 8 pi a^3        84.823 nm^3
mean square radius, 12 a^2              27.000 nm^2
axis variance, 4 a^2                    9.000 nm^2
axis variance from profile              9.000 nm^2
RMS radius, grid                        5.196 nm
RMS radius, sqrt(12) a                  5.196 nm
axis standard deviation, grid           3.000 nm
axis standard deviation, 2 a            3.000 nm
ratio RMS radius / axis deviation, grid 1.7321
mean radius, grid                       4.500 nm
mean radius, 3 a                        4.500 nm
most probable radius, numerical         3.000 nm
fraction inside sphere of RMS radius    0.6725
fraction with |x| < 2a, formula         0.7293
fraction with |x| < 2a, grid            0.7297
half-maximum root u                     1.6783
FWHM of axis profile                    5.035 nm
FWHM of Gaussian with same deviation    7.064 nm
mistaken reading: RMS radius            2.121 nm
mistaken reading: axis deviation        1.225 nm
```
